# Missing events in kinetic Monte Carlo: quiet-search bounds and adatom diffusion

## Problem: what a quiet search certifies, and what a missing exchange move costs

A kinetic Monte Carlo (KMC) simulation uses a catalogue of escape events. The events out of a state are taken as independent Poisson processes with rates \(k_i\). The catalogued ones sum to \(K_k\), taken as exactly known, and the missing ones to \(K_m\). The missing fraction is \(f=K_m/(K_k+K_m)\). A dynamical search returns the system to the state after every event, and \(t\) counts only time spent in the state.

(a) What does a search with no new event, over a time \(t\) or over \(N\) known events, say about \(K_m\) and \(f\)? What can be estimated from event counts? May the clock be restarted at each discovery?

(b) What does a quiet search at a higher temperature \(T_H\) say about \(K_m\) at \(T\), if all rates are Arrhenius with constant prefactors \(\nu_i\ge\nu_{\min}\)?

(c) One adatom on fcc(100), cubic constant \(a_0\), hops with rate \(k_h\) and exchanges with rate \(k_x\), both per direction. How does a hop-only catalogue distort the diffusivity and its temperature dependence, and what remains wrong if \(k_h\) is refitted?

(d) How long a quiet search certifies an error \(\varepsilon\) in the diffusivity, relative to the hop-only value? Use the model parameters \(a_0=4.0\) Å, \(T=300\) K, hop barrier \(E_h=0.50\) eV with \(\nu_h=10^{13}\) s\(^{-1}\), and exchange \((E_x,\nu_x)=(0.40\ \text{eV},10^{13}\ \text{s}^{-1})\) in case A, \((0.60\ \text{eV},10^{14}\ \text{s}^{-1})\) in case B. Take confidence 0.95, \(\varepsilon=0.10\), \(T_H=600\) K, \(\nu_{\min}=10^{12}\) s\(^{-1}\), and compare with a direct search of 1 μs.

## Solution

### (a) Quiet search

Process \(i\) stays silent for a time \(t\) with probability \(e^{-k_it}\). Independence multiplies these, so
\[ P(\text{quiet for } t)=\prod_{i\ \text{missing}}e^{-k_it}=e^{-K_mt}. \]
Let the confidence be \(1-\delta\) and \(L=\ln(1/\delta)\). If \(K_m>L/t\), a quiet run has probability below \(\delta\). For \(t\) fixed in advance, a quiet run therefore gives the confidence bound \(K_m\le L/t\). Since \(f\) increases with \(K_m\),
\[ f\le\frac{L/t}{K_k+L/t}=\frac{L}{K_kt+L}. \]
This is a statement about repeated searches. It is neither a value of \(K_m\) nor a posterior probability.

*Counting form.* With \(K=K_k+K_m\), the next event is a known one with probability \(\int_0^\infty K_ke^{-Ks}ds=K_k/K=1-f\). Each return to the state renews the same trial, so \(N\) known events come first with probability \((1-f)^N\). This falls below \(\delta\) when \(f>1-\delta^{1/N}\), so
\[ f\le 1-\delta^{1/N}=1-e^{-L/N}\approx L/N\qquad(N\gg L). \]

*Estimate from counts.* In a fixed total time \(T_s\), process \(i\) is seen zero times with probability \(e^{-k_iT_s}\) and once with probability \(k_iT_se^{-k_iT_s}\). Let the catalogue consist of exactly the processes seen in \(T_s\), so that the missing ones are those seen zero times. With \(N_1\) the number of processes seen exactly once,
\[ E[K_m]=\sum_ik_ie^{-k_iT_s}=\frac{E[N_1]}{T_s}, \]
so \(N_1/T_s\), the Good–Turing estimator in rate form, is correct on average. Processes catalogued before the search must be left out of the sum and of \(N_1\). If one sighting catalogues a whole symmetry class, the class counts as one process with the summed rate. For four equivalent jumps with \(kT_s=0.5\), \(E[K_m]T_s=2e^{-2}=0.27\), whereas counting each direction separately gives \(E[N_1]=2e^{-0.5}=1.21\). The function \(xe^{-x}\) has derivative \((1-x)e^{-x}\) and maximum \(1/e\) at \(x=1\), so \(E[K_m]\le M/(eT_s)\) for \(M\) processes in all. For 60 rates evenly spaced in logarithm from \(10^{-3}\) to \(10^2\) s\(^{-1}\) and \(T_s=10\) s, direct summation gives \(E[K_m]=0.508\) s\(^{-1}\), against the bound \(60/(10e)=2.21\) s\(^{-1}\). The identity holds for averages, so \(N_1=0\) in one run does not imply \(K_m=0\).

*Restarting the clock.* Suppose the aim is \(K_m\le\kappa\), and the search stops at the first quiet window \(\tau=L/\kappa\), restarted at each discovery. Poisson clocks have no memory, so the wait for the next discovery is exponential with the current \(K_m\). For \(M\) equal rates \(k\), the stage with \(n\) still missing ends in a discovery with probability \(1-e^{-nk\tau}\). A wrong stop is avoided only if every stage with \(nk>\kappa\) ends so:
\[ P_{\rm wrong}=1-\prod_{n\le M,\ nk>\kappa}\left(1-e^{-nk\tau}\right). \]
For \(M=200\), \(k=0.021\kappa\), \(\delta=0.05\), the product gives \(P_{\rm wrong}=0.56\). Many stages have \(nk\) just above \(\kappa\), and each fails with probability \(\delta^{nk/\kappa}\), not far below \(\delta\).

The cure is a growing window, \(\tau_j=\ln[j(j+1)/\delta]/\kappa\) for the \(j\)-th. Whatever the history, a stop in window \(j\) with \(K_m>\kappa\) has probability below \(e^{-\kappa\tau_j}=\delta/[j(j+1)]\). The probability of a union is at most the sum, and \(\sum_j[1/j-1/(j+1)]=1\), so \(P_{\rm wrong}\le\delta\) for any set of rates. The same product, with \(\tau_j\) and \(n=M+1-j\), gives \(9\times10^{-6}\). It lies far below \(\delta\) because window \(j\) fails with probability \((\delta/[j(j+1)])^{nk/\kappa}\): early windows have a large exponent and late ones a small base.

### (b) Search at higher temperature

Let \(r=T_H/T\ge1\). From \(k_i(T_H)=\nu_ie^{-E_i/k_BT_H}\) and \(E_i/k_BT=rE_i/k_BT_H\),
\[ k_i(T)=\nu_i\left(\frac{k_i(T_H)}{\nu_i}\right)^{r}=\nu_i^{\,1-r}k_i(T_H)^r\le\nu_{\min}^{\,1-r}k_i(T_H)^r, \]
because \(1-r\le0\). For positive \(x_i\) with sum \(S\), \(x_i/S\le1\) gives \((x_i/S)^r\le x_i/S\), and summing gives \(\sum x_i^r\le S^r\). A quiet time \(t_H\) gives \(K_m(T_H)\le L/t_H\), hence
\[ K_m(T)\le\nu_{\min}\left(\frac{K_m(T_H)}{\nu_{\min}}\right)^r\le\nu_{\min}\left(\frac{L}{\nu_{\min}t_H}\right)^r . \]
The first inequality is an equality for a single process with \(\nu=\nu_{\min}\). A single process with \(\nu<\nu_{\min}\) exceeds it by \((\nu_{\min}/\nu)^{r-1}\). The argument also fails if prefactors or barriers change between \(T\) and \(T_H\).

### (c) Diffusion on fcc(100)

Top-layer atoms sit at \((a_0/2)(i,j)\) with \(i+j\) even, and hollow sites have \(i+j\) odd. A hop changes \((i,j)\) by \((\pm1,\pm1)\): four jumps along \(\langle110\rangle\) of length \(a=a_0/\sqrt2\). In an exchange the adatom replaces the neighbouring top-layer atom at lateral offset \((\pm1,0)\) or \((0,\pm1)\), and that atom moves on in the same direction to the next hollow. The adatom position shifts by \((\pm2,0)\) or \((0,\pm2)\): four jumps along \(\langle100\rangle\) with \(l^2=a_0^2=2a^2\). The two atoms each move \(a_0/2\) laterally, and their sum equals this shift, so the walk of the adatom position measures mass transport.

All sites are equivalent and jumps \(\mathbf l_i\) are uncorrelated. The master equation gives
\[ \frac{d\langle R^2\rangle}{dt}=\sum_ik_i\langle|\mathbf R+\mathbf l_i|^2-R^2\rangle=2\langle\mathbf R\rangle\cdot\sum_ik_i\mathbf l_i+\sum_ik_il_i^2 . \]
Opposite jumps have equal rates, so \(\sum k_i\mathbf l_i=0\). In two dimensions \(\langle R^2\rangle=4Dt\), so
\[ D=\tfrac14\left(4k_ha^2+4k_x\,2a^2\right)=a^2(k_h+2k_x),\qquad D_0=a^2k_h , \]
with \(D_0\) the hop-only value. Here \(K_k=4k_h\), \(K_m=4k_x\), so \(f=k_x/(k_h+k_x)\) and \(k_x/k_h=f/(1-f)\). Then
\[ \frac{D}{D_0}=1+\frac{2f}{1-f}=\frac{1+f}{1-f},\qquad \frac{D-D_0}{D}=1-\frac{1-f}{1+f}=\frac{2f}{1+f}. \]
For small \(f\) the error relative to \(D\) is about \(2f\), the 2 being the ratio of squared jump lengths. As \(f\to1\), \(D/D_0\) diverges. For any symmetric set of missing jumps between equivalent sites, \(D-D_0=\tfrac14\sum k_il_i^2\le K_ml_{\max}^2/4\). A rate bound thus limits \(D\) only together with a bound on jump length. Missing events that lead to inequivalent states, such as traps, lie outside this argument.

*Temperature dependence.* With \(\beta=1/k_BT\), constant \(a\) and \(dk/d\beta=-Ek\),
\[ E_{\rm eff}=-\frac{d\ln D}{d\beta}=\frac{k_hE_h+2k_xE_x}{k_h+2k_x}=E_h+(E_x-E_h)\frac{D-D_0}{D}, \]
since \(2k_x/(k_h+2k_x)=(D-D_0)/D\). Hop-only KMC has slope \(E_h\) at all temperatures. The channels contribute equally, \(D=2D_0\), when \(2\nu_xe^{-\beta E_x}=\nu_he^{-\beta E_h}\), that is at \(k_BT_c=(E_x-E_h)/\ln(2\nu_x/\nu_h)\), if this is positive.

*Refitting.* Setting \(k_h'=k_h+2k_x\) reproduces \(D\) at one temperature. Other observables can stay wrong. The mean residence time becomes \(1/[4(k_h+2k_x)]\) instead of \(1/[4(k_h+k_x)]\), and two further examples follow. First, the sublattice memory. A hop flips the parity of \(i\) and an exchange keeps it, so exchange never leaves one c(2×2) sublattice. The probability \(p\) of being on the other one obeys \(dp/dt=4k_h(1-p)-4k_hp\), so \(p=(1-e^{-8k_ht})/2\), while the refit decays at \(8(k_h+2k_x)\).

Second, a tagged adatom enters the top layer at its first exchange, after a mean time \(1/(4k_x)\). It makes \(n\) hops first with probability \((1-f)^nf\). With \(\sum nx^n=x/(1-x)^2\) the mean is \(f(1-f)/f^2=k_h/k_x\). Directions are independent with zero mean, so squares add, and the last move contributes \((a_0/2)^2=a^2/2\):
\[ \langle R^2\rangle_{\rm burial}=a^2\left(k_h/k_x+\tfrac12\right). \]
Hop-only KMC never buries the atom.

### (d) Required search time and numbers

Assume that all missing events are symmetric jumps between equivalent sites, as in (c), with \(l_{\max}=a_0\). Then \((D-D_0)/D_0\le K_m\,2a^2/(4a^2k_h)=K_m/(2k_h)\), and an error of at most \(\varepsilon\) relative to \(D_0\) is guaranteed by \(K_m\le\kappa=2\varepsilon k_h\). Part (a) gives \(t^*=L/\kappa\), during which \(4k_ht^*=2L/\varepsilon\) hops occur on average. The threshold fraction is \(f^*=\kappa/(4k_h+\kappa)=\varepsilon/(2+\varepsilon)\). Setting the bound of (b) equal to \(\kappa\) and taking the \(r\)-th root gives
\[ t_H^*=\frac{L}{\nu_{\min}}\left(\frac{\nu_{\min}}{\kappa}\right)^{1/r},\qquad \frac{t^*}{t_H^*}=\left(\frac{\nu_{\min}}{\kappa}\right)^{1-1/r}. \]

At 300 K, \(k_BT=0.02585\) eV (exponentials use the unrounded value), \(L=\ln20=2.996\) and \(a^2=8\) Å\(^2\). Then \(k_h=10^{13}e^{-0.50/0.02585}=3.984\times10^4\) s\(^{-1}\), \(K_k=1.594\times10^5\) s\(^{-1}\), and \(D_0=8k_h=3.19\times10^5\) Å\(^2\)/s \(=3.19\times10^{-11}\) cm\(^2\)/s.

In case B, \(k_x=10^{14}e^{-0.60/0.02585}=8326\) s\(^{-1}\), so \(f=8326/(39840+8326)=0.1728\). Then \(D/D_0=(1+0.1728)/(1-0.1728)=1.418\), \((D-D_0)/D=2(0.1728)/(1+0.1728)=0.2947\), and \(E_{\rm eff}=0.50+0.10(0.2947)=0.5295\) eV. Burial takes \(1/(4\times8326)=3.00\times10^{-5}\) s, with \(8(39840/8326+\tfrac12)=42.3\) Å\(^2\). All four exchanges are missed in 1 μs with probability \(e^{-4\times8326\times10^{-6}}=0.967\). At 600 K, \(k_BT\) doubles, and the mean wait for the first exchange is \(1/(4\times10^{14}e^{-0.60/(2\times0.02585)})=2.7\times10^{-10}\) s. Case A follows from the same formulas.

| Quantity (300 K unless stated) | A | B |
|---|---|---|
| \(k_x\) (s\(^{-1}\)) | \(1.91\times10^6\) | \(8.33\times10^3\) |
| \(f\) | 0.980 | 0.173 |
| \(D\) (Å\(^2\)/s) | \(3.08\times10^7\) | \(4.52\times10^5\) |
| \(D\) (cm\(^2\)/s) | \(3.08\times10^{-9}\) | \(4.52\times10^{-11}\) |
| \(D/D_0\) | 96.7 | 1.42 |
| \((D-D_0)/D\) | 0.990 | 0.295 |
| \(E_{\rm eff}\) (eV) | 0.401 | 0.529 |
| \(8k_h\) (s\(^{-1}\)) | \(3.19\times10^5\) | \(3.19\times10^5\) |
| \(8k_h'\), refit (s\(^{-1}\)) | \(3.08\times10^7\) | \(4.52\times10^5\) |
| burial time (s) | \(1.31\times10^{-7}\) | \(3.00\times10^{-5}\) |
| \(\langle R^2\rangle_{\rm burial}\) (Å\(^2\)) | 4.17 | 42.3 |
| missed in 1 μs | \(4.9\times10^{-4}\) | 0.967 |
| first exchange, 600 K (s) | \(5.7\times10^{-11}\) | \(2.7\times10^{-10}\) |

The decay rates repeat the digits of \(D_0\) and \(D\) only because \(a^2\) happens to be 8 Å\(^2\). In case B, \(T_c=300\times(0.10/0.02585)/\ln20=387\) K, and at 600 K \(D/D_0=1+20e^{-0.10/(2\times0.02585)}=3.89\), so the omission grows on heating. Case A has \(2k_x>k_h\) at every temperature and no crossover.

A quiet microsecond at 300 K gives
\[ K_m\le3.0\times10^6\ \text{s}^{-1},\quad f\le\frac{2.996}{0.1594+2.996}=0.95,\quad\frac{D-D_0}{D_0}\le\frac{2.996\times10^6}{2\times39840}=37.6 . \]
At confidence 0.95 this excludes case A, where \(D/D_0=96.7\) and a quiet run has probability far below \(\delta\). A search of this length misses all four exchanges of case A with probability \(4.9\times10^{-4}\). Case B passes the microsecond unseen with probability 0.967.

For \(\varepsilon=0.10\), \(\kappa=2(0.10)(39840)=7.97\times10^3\) s\(^{-1}\), \(t^*=2.996/7969=3.76\times10^{-4}\) s, and the mean number of hops is \(2L/\varepsilon=59.9\). With \(f^*=0.10/(2+0.10)=0.0476\), the counting form needs \(N\ge\ln\delta/\ln(1-f^*)\), that is 62 events. This exceeds 59.9 because \(1-f^*=1/(1+\varepsilon/2)\) gives \(N\ge L/\ln(1+\varepsilon/2)\), and \(\ln(1+x)<x\).

At 600 K, \(r=2\) and \(t^*/t_H^*=(10^{12}/7969)^{1/2}=1.12\times10^4\), so \(t_H^*=3.4\times10^{-8}\) s. With \(k_h(600\ \text{K})=10^{13}e^{-0.50/(2\times0.02585)}=6.31\times10^8\) s\(^{-1}\), that is \(4k_ht_H^*\approx85\) hops. The exchange of case B appears after \(2.7\times10^{-10}\) s on average, well inside this window.

The process that saturates the bound has \(\nu=\nu_{\min}\) and barrier \(k_BT\ln(\nu_{\min}/\kappa)=0.02585\ln(10^{12}/7969)=0.48\) eV. It lies below the hop barrier and is rare only through its small prefactor. On the fourfold site, \(t_H^*\) is sufficient rather than necessary, because jumps come in symmetric sets. Four processes at \(\nu_{\min}\) sharing \(\kappa\) have
\[ K_m(T_H)=4\nu_{\min}\left(\frac{\kappa}{4\nu_{\min}}\right)^{1/r}=4^{\,1-1/r}\,\frac{L}{t_H^*}, \]
which at \(r=2\) is \(2L/t_H^*\), so they stay hidden with probability \(\delta^2\).
